# Critical Excess Number from the Slope of the Nucleation Barrier

## 1. A spherical droplet

Take a droplet of radius $r$ in a supersaturated vapour at fixed temperature. Each condensed atom occupies a volume $v$, the surface energy per area is $\gamma$, and each atom that passes from the vapour to the bulk condensed phase lowers the free energy by $\Delta\mu>0$. The work of forming the droplet is

$$W(r)=-\frac{4\pi r^3}{3v}\Delta\mu+4\pi r^2\gamma .$$

Setting $dW/dr=-4\pi r^2\Delta\mu/v+8\pi r\gamma$ to zero gives the critical radius $r^*=2\gamma v/\Delta\mu$. Inserting it gives

$$W^*=\frac{16\pi\gamma^3v^2}{3\Delta\mu^2},\qquad
n^*=\frac{4\pi r^{*3}}{3v}=\frac{32\pi\gamma^3v^2}{3\Delta\mu^3}.$$

Differentiating the barrier at fixed $\gamma$ and $v$ gives

$$\frac{dW^*}{d\Delta\mu}=-\frac{32\pi\gamma^3v^2}{3\Delta\mu^3}=-n^* .$$

The chain rule shows why. The radius $r^*$ changes with $\Delta\mu$, but this contributes $(\partial W/\partial r)(dr^*/d\Delta\mu)$, which is zero at the critical radius. What remains is the explicit dependence on $\Delta\mu$, whose coefficient is minus the number of atoms. The sphere plays no part in this argument.

## 2. General statement and proof

The algebra is in Hartree atomic units with $k_B$ written out. No equation below contains $\hbar$ or the electron charge, so the same forms hold with energies in eV and lengths in angstrom.

Consider one component at fixed temperature $T$, volume and substrate. Let $X$ denote all coordinates of a state: facet positions, a contact angle, or the density in every cell of a grid. Let $F(X)$ be the Helmholtz energy, including the interaction with the substrate, and $N(X)$ the particle number. At chemical potential $\mu$ the grand potential is $\Omega(X,\mu)=F(X)-\mu N(X)$. The vapour and substrate without a nucleus form a stationary state $X_0$, with $\Omega_0=\Omega(X_0,\mu)$ and $N_0=N(X_0)$. The critical nucleus is another stationary state $X^*$, a saddle of $\Omega$, and

$$W^*(\mu)=\Omega(X^*,\mu)-\Omega_0(\mu).$$

**Step 1: the state moves smoothly.** Stationarity reads $\partial F/\partial X-\mu\,\partial N/\partial X=0$. Differentiating this along the branch gives

$$H\frac{dX^*}{d\mu}=\frac{\partial N}{\partial X},\qquad H=\frac{\partial^2\Omega}{\partial X^2}.$$

If $H$ is nonsingular, $dX^*/d\mu$ exists. Free translations, and free rotations of a nucleus without axial symmetry, give zero eigenvalues but change neither $F$ nor $N$; fixing the position and orientation of the nucleus removes them.

**Step 2: differentiate.** By the chain rule,

$$\frac{d\Omega(X^*,\mu)}{d\mu}
=\frac{\partial\Omega}{\partial\mu}
+\frac{\partial\Omega}{\partial X}\cdot\frac{dX^*}{d\mu}
=-N(X^*)+0 .$$

**Step 3: subtract the reference.** The same argument at $X_0$ gives $d\Omega_0/d\mu=-N_0$. At fixed $T$ the coexistence value $\mu_{\rm eq}(T)$ is constant, so $d\Delta\mu=d\mu$ for $\Delta\mu=\mu-\mu_{\rm eq}$. Hence

$$\boxed{\left(\frac{dW^*}{d\Delta\mu}\right)_T=-\Delta N^*,\qquad \Delta N^*=N(X^*)-N_0 .}$$

The law has the same form for every shape. The value of $\Delta N^*$ does depend on shape, since shape helps to determine the critical state.

For several components, $\Omega=F-\sum_i\mu_iN_i$. The same steps, with the other chemical potentials held fixed, give $\partial W^*/\partial\mu_i=-\Delta N_i^*$.

For an ideal vapour, $d\mu=k_BT\,dp/p$ at constant $T$. Integrating from the equilibrium pressure $p_{\rm eq}$ gives $\Delta\mu=k_BT\ln S$ with $S=p/p_{\rm eq}$, and therefore

$$\left(\frac{d(W^*/k_BT)}{d\ln S}\right)_T=-\Delta N^* .$$

## 3. What the excess number counts

Suppose that the nucleus has a sharp boundary, volume $V$ and area $A$. Let $p_l,\rho_l$ and $p_v,\rho_v$ be the pressure and number density of the bulk condensed phase and vapour at the same $\mu$. Replacing vapour by condensed phase costs

$$W=-(p_l-p_v)V+\gamma A .$$

At constant $T$, $dp=\rho\,d\mu$ in each phase. Let $\gamma$ depend on $\mu$ but not on curvature, with the Gibbs relation $d\gamma/d\mu=-\Gamma$, where $\Gamma$ is the surface excess per area. The derivative at fixed shape then gives

$$\Delta N^*=(\rho_l-\rho_v)V+\Gamma A .$$

On a substrate, $\Gamma A$ becomes a sum over the new interfaces, minus the adsorption on the substrate area they cover.

If the condensed phase is incompressible, $\rho_v\ll\rho_l=1/v$, and the surface energies do not depend on $\mu$, then $p_l-p_v\simeq\Delta\mu/v$. The work becomes

$$W=-n\Delta\mu+\Phi(n,\text{shape}),\qquad n=V/v,$$

and $\Delta N^*$ reduces to $n^*$.

A diffuse nucleus tests the general form without a dividing surface. The model energy density was $(\rho-0.1)^2(0.9-\rho)^2+\tfrac12\kappa|\nabla\rho|^2$ with $\kappa=1.28$, and a wall attracted the particles in the first layer of cells with strength 0.05. The density was axisymmetric on 20 by 17 cells of unit size, in model units. At $\mu=0.0426913$ the integrated excess was 493.588 and the numerical slope of the barrier was $-493.589$. These digits belong to this mesh: reducing the cell size to 0.25 raises the excess by about 2%, to 503–504, while slope and excess continue to agree, and a larger box leaves the values unchanged. Within axisymmetric densities the Hessian had one negative eigenvalue, as expected for this saddle. Counting particles inside the half-density contour gave 395.9, which is 20% below the excess. That count has two errors of opposite sign: it includes about 85 particles that the reference state already holds in the same region, and it misses an excess of about 183 in the diffuse tail outside the contour. The excess must therefore be taken over the whole system, and the difference between the total particle numbers of the two states is enough.

## 4. Three sharp shapes

**Spherical cap.** Let the cap have base radius $a$ and height $h$, and write $c=\cos\theta$. Covering the substrate changes its energy per area by $-\gamma c$, which defines $\theta$. With cap area $\pi(a^2+h^2)$,

$$W=-\frac{\Delta\mu}{v}\frac{\pi h(3a^2+h^2)}{6}+\pi\gamma\,[a^2+h^2-ca^2].$$

The two stationarity conditions are

$$\frac{\partial W}{\partial a}=-\frac{\pi ah\Delta\mu}{v}+2\pi\gamma a(1-c)=0
\;\Rightarrow\; h=\frac{2\gamma v}{\Delta\mu}(1-c),$$

$$\frac{\partial W}{\partial h}=-\frac{\pi(a^2+h^2)\Delta\mu}{2v}+2\pi\gamma h=0
\;\Rightarrow\; \frac{a^2+h^2}{2h}=\frac{2\gamma v}{\Delta\mu}.$$

The left side of the last result is the radius of curvature $R$. Thus $h=R(1-c)$, so the geometrical contact angle is $\theta$: Young's condition follows from stationarity. Next, $a^2=2Rh-h^2=R^2(1-c^2)$. The volume is

$$V=\frac{\pi h^2(3R-h)}3=\frac{4\pi R^3}{3}f,\qquad f=\frac{(2+c)(1-c)^2}{4}.$$

The surface term is $\pi\gamma R^2(1-c)(2-c-c^2)=4\pi R^2\gamma f$, because $2-c-c^2=(1-c)(2+c)$. Using $\Delta\mu/v=2\gamma/R$,

$$W^*=f\left(4\pi R^2\gamma-\frac{8\pi R^2\gamma}{3}\right)
=\frac{16\pi\gamma^3v^2}{3\Delta\mu^2}f,\qquad
n^*=\frac{2W^*}{\Delta\mu}.$$

**Hexagonal prism.** Let $a$ now be the side length, $B=(3\sqrt3/2)a^2$ the base area, $t$ the sum of the top and net base energies per area, and $q$ the side energy per area. Then

$$W=-\frac{\Delta\mu}{v}Bh+Bt+6ahq .$$

Setting $\partial W/\partial h=0$ gives $B\Delta\mu/v=6aq$, so $a=4qv/(\sqrt3\Delta\mu)$. Since $a\,\partial B/\partial a=2B$, the other condition, multiplied by $a$, is

$$-2Bh\Delta\mu/v+2Bt+6ahq=0 .$$

Replacing $6aq$ by $B\Delta\mu/v$ gives $h=2tv/\Delta\mu$. The coordinates $a$ and $h$ vary smoothly although the surface has edges, so Section 2 applies.

**Monolayer island.** On a terrace of its own material, an island with area $s$ per atom and edge energy $\beta$ per length has

$$W=-\frac{\pi r^2}{s}\Delta\mu+2\pi r\beta,\qquad
r^*=\frac{\beta s}{\Delta\mu},\qquad
W^*=\frac{\pi\beta^2s}{\Delta\mu}.$$

Here $n^*=\pi r^{*2}/s=W^*/\Delta\mu$, not $2W^*/\Delta\mu$. The slope $dW^*/d\Delta\mu=-W^*/\Delta\mu$ is again $-n^*$.

## 5. Zinc from the vapour

Zinc has a monatomic vapour and hexagonal crystals, so the one-component theory and the prism both suit it. The inputs are rough typical values: $T=500$ K, $p_{\rm eq}=3\times10^{-5}$ Torr, $p=3\times10^{-2}$ Torr, $v=15.2$ angstrom$^3$, $\gamma=0.05$ eV/angstrom$^2$ and $\theta=70^\circ$. Then $S=1000$ and

$$\Delta\mu=0.04309\times\ln1000=0.2976\ \text{eV},$$

$$R=\frac{2(0.05)(15.2)}{0.2976}=5.11\ \text{angstrom}\quad(0.511\ \text{nm}).$$

With $f=0.2535$, the cap barrier is $0.2535\times5.462=1.385$ eV (0.0509 hartree), or $32.1\,k_BT$. The critical number is $2(1.385)/0.2976=9.3$.

The prism has top and side energies of 0.04 and 0.05 eV/angstrom$^2$ and the same net base energy as the cap, $-0.0171$ eV/angstrom$^2$. The island has $\beta=0.125$ eV/angstrom and $s=15.2/2.5=6.08$ angstrom$^2$. Stationary points found from the geometric coordinates, followed by numerical differentiation, give:

| Nucleus | $W^*$ (eV) | $n^*$ | Slope |
|---|---:|---:|---:|
| Sphere | 5.462 | 36.71 | −36.71 |
| Cap | 1.385 | 9.30 | −9.30 |
| Prism | 2.069 | 13.90 | −13.90 |
| Island | 1.003 | 3.37 | −3.37 |
| Curved cap | 0.963 | 7.68 | −7.68 |

The last row uses $\gamma(R)=\gamma/(1+2\delta/R)$ with a trial length $\delta=0.3$ angstrom, applied to the whole surface term including the base. It holds $\theta$ fixed and varies only $R$, so it is stationary in $R$ but is not a saddle for a cap free to change its angle. Its ratio $n^*\Delta\mu/W^*$ is $7.683(0.2976)/0.9625=2.38$. The rule $n^*=2W^*/\Delta\mu$ fails here. The slope law still holds within this constrained model, because the fixed angle does not depend on $\Delta\mu$.

The parameters describe fast thermal evaporation onto a hot, partially wetted substrate. If every incident atom stuck, the film would grow at $pv/\sqrt{2\pi mk_BT}=886$ nm/s, with $m$ the atomic mass; this is far above the rate of slow laboratory deposition, roughly 1 nm/s. The nine-atom nucleus does not carry over to such rates: with the same inputs an incident flux equivalent to 10 nm/s gives $S\approx11$, $W^*\approx260\,k_BT$ and $n^*\approx215$, and 1 nm/s barely exceeds the re-evaporation rate at $p_{\rm eq}$, 0.89 nm/s. In a real coater the vapour comes from a hotter source and may arrive as a directed stream, so a single vapour temperature and $S$ are idealizations. The capillary model is also strained at nine atoms. Relative to the cap barrier, the trial curvature correction changes the result by $-30.5\%$ (with the angle free, by $-32\%$, or by $-40\%$ if the base energy is left uncorrected), and a negative $\delta$ would raise it instead. The prism, which differs from the cap in both shape and top surface energy, changes it by $+49.4\%$. The prism height is 2.34 angstrom, slightly less than the assumed layer height of 2.5 angstrom, so that prism measures sensitivity and is not a realistic structure. Displaced vapour amounts to $8\times10^{-8}$ atom and is negligible here.

## 6. Where the slope changes

**Away from stationarity.** Along any path $X(\Delta\mu)$ the sharp-interface work obeys

$$\frac{dW}{d\Delta\mu}=-n+\frac{\partial W}{\partial X}\cdot\frac{dX}{d\Delta\mu}.$$

Enlarge the critical cap by a fixed factor $x$. Its surface term is $3W^*x^2$ and its volume term is $-2W^*x^3$, so the slope is $-(3x^2-2x^3)n^*$. For $x=1.3$ this is $-0.676\times9.304=-6.29$, although the enlarged cap contains 20.4 atoms.

**Integer sizes.** If $n$ takes integer values, the barrier on a one-dimensional size path is $\max_n(\Phi_n-n\Delta\mu)$. While one size remains highest, the slope is minus that integer. Sizes $n$ and $n+1$ tie when $\Delta\mu=\Phi_{n+1}-\Phi_n$, and the slope jumps there. With $\Phi_n=\Phi^*(n/n^*)^{2/3}$ taken from the cap, the jump from $-10$ to $-9$ occurs at 0.2956 eV. At the working point the critical size is 9 and the barrier is 1.384 eV, almost unchanged. A kink of the opposite sense appears if two different saddles exchange the role of lowest barrier: as $\Delta\mu$ rises, the saddle with the larger excess number takes over, and the slope becomes more negative. If $H$ becomes singular, Step 1 no longer guarantees a smooth branch.

**Varying temperature.** Now fix $p$ and vary $T$, holding $v$, $\theta$ and the sublimation heat $L$ constant. With $\ln p_{\rm eq}=\text{const}-L/(k_BT)$,

$$\frac{d\Delta\mu}{dT}=k_B\ln S-\frac LT=\frac{\Delta\mu-L}{T}.$$

All the cap's surface energies scale with $\gamma$, so the explicit temperature derivative of $W$ at fixed shape is $(\Phi^*/\gamma)\,d\gamma/dT$. Dividing the total change of $W^*$ by that of $\Delta\mu$,

$$\left.\frac{dW^*}{d\Delta\mu}\right|_p=-n^*+\frac{\Phi^*}{\gamma}\frac{d\gamma/dT}{d\Delta\mu/dT}.$$

For $L=1.35$ eV, $d\Delta\mu/dT=-2.10\times10^{-3}$ eV/K. With $\Phi^*=3W^*=4.15$ eV and $d\gamma/dT=-1.2\times10^{-5}$ eV/(angstrom$^2$ K), the extra term is $+0.47$ and the slope is $-8.83$. A substrate 10 K hotter raises the barrier by 0.207 eV, or 15%. The rise comes from $\Delta\mu$, which falls by about 0.021 eV; the lower surface energy alone would reduce the barrier slightly.

## 7. From barrier slope to rate slope

A measured nucleation rate $J$ also contains the attachment rate. Let clusters grow and shrink one atom at a time, with attachment rate $b_n$, detachment rate $d_n$, stationary populations $C_n$ and constrained-equilibrium populations $N_n$. Detailed balance, $b_nN_n=d_{n+1}N_{n+1}$, turns $J=b_nC_n-d_{n+1}C_{n+1}$ into

$$\frac{J}{b_nN_n}=\frac{C_n}{N_n}-\frac{C_{n+1}}{N_{n+1}} .$$

Summing over $n$ cancels the intermediate terms. With $C_1=N_1$ and $C_n/N_n\to0$ at large size, $1/J=\sum_n1/(b_nN_n)$. Take $b_n\propto Sn^{2/3}$ and $N_n\propto S^n e^{-\Phi_n/k_BT}$, with the remaining factors independent of $S$. Then

$$\frac1J\propto\sum_n S^{-(n+1)}n^{-2/3}e^{\Phi_n/k_BT},\qquad
\frac{d\ln J}{d\ln S}=\langle n\rangle+1,$$

where the average uses the terms of the sum as weights. They peak near $n^*$. For the cap the full sum gives a slope of 10.30, and $n^*+1=10.30$.

This close agreement has a leading-order explanation. Put $y=n-n^*$ and use $\Phi^*=\tfrac32n^*\Delta\mu$. The second and third derivatives of $\Phi_n$ at $n^*$ are $-\Delta\mu/(3n^*)$ and $4\Delta\mu/(9n^{*2})$. The Gaussian part of the weight has variance $\sigma^2=3n^*k_BT/\Delta\mu$. The cubic term shifts the mean by

$$\frac12\frac{4\Delta\mu}{9n^{*2}k_BT}\sigma^4=+\frac{2k_BT}{\Delta\mu},$$

while $n^{-2/3}\propto1-2y/(3n^*)$ shifts it by $-2\sigma^2/(3n^*)=-2k_BT/\Delta\mu$. Each shift is 0.29 atom here, and they cancel. Another attachment law or size dependence of $\Phi_n$ need not give this cancellation.

## 8. Use in a calculation

Compute $W^*$ at $\Delta\mu\pm\epsilon$, reconverging the critical state and the reference each time on the same branch and at the same temperature. Then

$$\Delta N^*\simeq-\frac{W^*(\Delta\mu+\epsilon)-W^*(\Delta\mu-\epsilon)}{2\epsilon}.$$

Taylor expansion shows that the right side has a leading error $-\epsilon^2W^{*\prime\prime\prime}/6$. For $W^*\propto\Delta\mu^{-2}$, $W^{*\prime\prime\prime}/W^{*\prime}=12/\Delta\mu^2$, so the error relative to the slope is $2(\epsilon/\Delta\mu)^2$. With $\epsilon=10^{-4}$ eV in the zinc example it is about $2\times10^{-7}$.

Compare the result with the integrated excess, not with $2W^*/\Delta\mu$. The latter assumes a three-dimensional nucleus with an incompressible condensed phase, a dilute vapour, and surface energies that depend on neither size nor $\mu$. Agreement between slope and excess confirms that the barrier and the particle count are consistent; it does not validate the surface energies, as the curved cap and the prism show.

## Table of computed values

```
Zinc inputs (rough typical values)
substrate temperature: 500 K
equilibrium pressure: 3.0e-05 Torr
vapour pressure: 3.0e-02 Torr
atomic volume: 15.2 angstrom^3
surface energy: 0.050 eV/angstrom^2
contact angle: 70 degree
prism top surface energy: 0.040 eV/angstrom^2
prism side surface energy: 0.050 eV/angstrom^2
net base energy: -0.0171 eV/angstrom^2
layer height: 2.5 angstrom
island edge energy: 0.125 eV/angstrom
trial curvature length: 0.3 angstrom
sublimation heat: 1.35 eV/atom
d(surface energy)/dT: -1.2e-05 eV/(angstrom^2 K)
supersaturation ratio S: 1000
kT: 0.04309 eV
dmu: 0.2976 eV
full-sticking growth rate: 886 nm/s
Shape: W* (eV), n*, dW*/d(dmu)
sphere: 5.4624, 36.706, -36.706
cap: 1.3847, 9.304, -9.304
hexagonal prism: 2.0689, 13.902, -13.902
monolayer island: 1.0028, 3.369, -3.369
curvature-corrected cap: 0.9625, 7.683, -7.683
cap shape factor: 0.2535
cap base radius: 4.799 angstrom
cap height: 3.360 angstrom
cap curvature radius: 5.107 angstrom
cap curvature radius: 0.511 nm
cap barrier: 0.05089 hartree
cap W*/kT: 32.14
prism side length: 5.897 angstrom
prism height: 2.339 angstrom
cap d(W*/kT)/d ln S: -9.304
Cap enlarged 1.3x: n 20.442, slope -6.290
integer critical size: 9
integer-size barrier: 1.3842 eV
Kink at 0.2956 eV: slopes -10.00, -9.00
growth-chain d ln J/d ln S: 10.303
slope when T is varied: -8.831
thermal surface-energy term: 0.474
barrier change for +10 K: 0.2072 eV
vapour atoms displaced by cap: 8.19e-08
curvature effect on barrier: -30.5 %
facet effect on barrier: 49.4 %
Diffuse nucleus (model units)
chemical potential: 0.04269
barrier: 8.3573
excess number: 493.588
numerical barrier slope: -493.589
negative Hessian eigenvalues: 1
number inside half-density contour: 395.877
```
